Schwinger model chiral condensate from the four-point function and clustering

**Problem**

Take Euclidean electrodynamics in two dimensions with one massless fermion of charge e, ħ = c = 1:

S = ∫d²x [F²/2 + ψ̄D̸ψ], D_μ = ∂_μ − ieA_μ, F = ∂₁A₂ − ∂₂A₁.

Use γ₁, γ₂, γ₅ = σ₁, σ₂, σ₃, P± = (1 ± γ₅)/2, ε₁₂ = 1, and a gauge-invariant regulator. The coupling e has the dimension of mass. Fields with integer flux k = (e/2π)∫F d²x carry the weight e^{ikθ}. The plane is the limit of a large torus. Let S± = ψ̄P±ψ.

(a) For k = 0, find the fermion propagator and determinant in an arbitrary field.
(b) Find ⟨ψ₊(x₁)ψ̄₋(y₁)ψ₋(x₂)ψ̄₊(y₂)⟩, where ± label upper and lower spinor components, and from it C(r) = ⟨S₊(x)S₋(y)⟩, r = |x − y|.
(c) Decide which flux sectors feed ⟨S±⟩, ⟨S₊S₋⟩ and ⟨S±S±⟩.
(d) Assuming that the θ-vacuum clusters, find ⟨ψ̄ψ⟩_θ and evaluate it for e = 1 GeV.

**Hints**

1. Write A_μ = ε_{μν}∂_νφ + ∂_μλ and compare γ_με_{μν} with γ_νγ₅.
2. Scale φ → αφ and differentiate the proper-time determinant with respect to α.
3. Each fermion field brings a factor e^{±eφ}; add the four signs before worrying about the infrared behaviour of ⟨φφ⟩.
4. Give the two chiralities separate masses M₊ and M₋ and see how the determinant depends on them.
5. Count the terms of ⟨ψ̄ψ(x)ψ̄ψ(y)⟩ that k = 0 can supply before taking a square root.

**Solution**

*1. Propagator.* For k = 0 put A₁ = ∂₂φ + ∂₁λ, A₂ = −∂₁φ + ∂₂λ, so F = −∇²φ. On the torus a k = 0 field also has a constant part, the holonomy, which periodic φ and λ do not supply. With it, ∂̸ in steps 1 and 2 stands for the Dirac operator in that constant field. Its determinant is a further factor that does not depend on φ and does not tend to 1 as the torus grows (e^{−0.166} for a constant eA₂ of a quarter of its period on a square antiperiodic torus of any side). Its propagator reduces to the plane G₀ at separations small against the side, so the constant part is left out below. From σ₁σ₃ = −iσ₂ and σ₂σ₃ = iσ₁,

γ_νγ₅∂_νφ = −iσ₂∂₁φ + iσ₁∂₂φ = iγ_με_{μν}∂_νφ,

so D̸ = ∂̸ − eγ_νγ₅(∂_νφ) − ie(∂̸λ). Because γ₅ anticommutes with γ_ν, e^{−eγ₅φ}γ_ν = γ_νe^{+eγ₅φ}, and

e^{−eγ₅φ}∂̸e^{−eγ₅φ} = γ_νe^{eγ₅φ}∂_νe^{−eγ₅φ} = ∂̸ − eγ_νγ₅(∂_νφ).

With e^{ieλ}∂_μe^{−ieλ} = ∂_μ − ie∂_μλ this gives

D̸ = e^{ieλ}e^{−eγ₅φ}∂̸e^{−eγ₅φ}e^{−ieλ}.

Inverting factor by factor, G = ⟨ψψ̄⟩_A = D̸⁻¹ is

G(x,y) = e^{ieλ(x)}e^{eγ₅φ(x)}G₀(x − y)e^{eγ₅φ(y)}e^{−ieλ(y)}.

Since ∂̸² = ∇² and ∇²(ln r/2π) = δ², G₀ = ∂̸ ln r/2π = x̸/(2πr²). With z = x¹ + ix², the upper right entry of x̸ is z̄ and the lower left is z, so G₀₊₋ = 1/(2πz), G₀₋₊ = 1/(2πz̄), and G₊₊ = G₋₋ = 0 in any k = 0 field.

*2. Determinant.* Using γ₁γ₂ = iγ₅ and [D₁, D₂] = −ieF,

D̸² = D₁² + D₂² + γ₁γ₂[D₁, D₂] = D² + eFγ₅.

D̸ is anti-Hermitian, so −D̸² ≥ 0, and the gauge-invariant definition is

ln det D̸ = −½∫_ε^∞ (dt/t) Tr e^{tD̸²}, ε → 0.

The result does not depend on λ. Under φ → αφ the factorized form gives dD̸/dα = −e(γ₅φD̸ + D̸γ₅φ). Cyclicity of the trace, with D̸ commuting with e^{tD̸²}, gives

d/dα Tr e^{tD̸²} = 2t Tr[(dD̸/dα)D̸e^{tD̸²}] = −4et Tr[γ₅φD̸²e^{tD̸²}].

The last trace is the t-derivative of Tr[γ₅φe^{tD̸²}]. The upper limit vanishes because D̸ is invertible whenever ∂̸ is, so

d ln det/dα = 2e∫_ε^∞ dt ∂_t Tr[γ₅φe^{tD̸²}] = −2e Tr[γ₅φe^{εD̸²}].

Terms of the heat kernel without γ₅ drop out of the spin trace. The first term with γ₅ is ε·eαFγ₅ times the free diagonal kernel 1/(4πε), and further terms carry positive powers of ε. With tr γ₅² = 2,

d ln det/dα = −2e·(2eα/4π)∫φF = (e²α/π)∫φ∇²φ = −(e²α/π)∫(∇φ)².

Integrating α from 0 to 1,

ln[det D̸/det ∂̸] = −(m²/2)∫(∇φ)², m² = e²/π.

No expansion in the field was made, so the quadratic form holds at any field strength. A direct computation at two field strengths checks this. On an antiperiodic torus of side 2π take eA₂ = s(cos x¹ + ½ sin 2x¹), for which (∇φ)² = A₂² and the formula gives −(1/2π)·s²·2π·π(1 + ¼) = −1.25πs². In plane waves D̸ splits into blocks of fixed p₂ with singular values σ; each σ² occurs twice in the spectrum of −D̸², so the regulated logarithm of det D̸/det ∂̸ is −ΣE₁(εσ²) + ΣE₁(εp²), the second sum running over the free values p² = p₁² + p₂², with E₁(x) = ∫_x^∞ e^{−t}dt/t, extrapolated linearly to ε = 0 from ε = 0.02 and 0.01. It gives −0.98173 against −0.98175 at s = 0.5, and −15.70775 against −15.70796 at s = 2, a difference of about 10⁻⁵ of the value.

*3. The φ correlator.* The change of variables A → (φ, λ) is linear, so its Jacobian is a constant. The weight of φ is e^{−S_eff},

S_eff = ½∫[(∇²φ)² + m²(∇φ)²], Δ(p) = ⟨φφ⟩ = 1/[p²(p² + m²)] = (1/m²)[1/p² − 1/(p² + m²)].

The field strength has ⟨FF⟩ = p⁴Δ = p²/(p² + m²), with a pole at mass m. To transform Δ write 1/(p² + μ²) = ∫ds e^{−s(p²+μ²)}, do the Gaussian p integral, and set t = μ²s, ρ = μr:

∫d²p/(2π)² e^{ipx}/(p² + μ²) = (1/4π)∫₀^∞ (dt/t) e^{−t−ρ²/4t} = K₀(ρ)/2π.

The last step is the integral representation of K₀. For small ρ split at t₀ with ρ² ≪ t₀ ≪ 1. Above t₀ the integral is E₁(t₀); below, u = ρ²/4t turns it into E₁(ρ²/4t₀). Integration by parts gives E₁(x) = −e^{−x}ln x + ∫_x^∞ e^{−t}ln t dt → −ln x − γ, because ∫₀^∞ e^{−t}ln t dt = Γ′(1) = −γ. In the sum t₀ cancels:

K₀(ρ) → −ln(ρ/2) − γ (ρ → 0).

For large ρ the exponent has its minimum ρ at t = ρ/2 with curvature 4/ρ, and the saddle point gives K₀ ≈ √(π/2ρ) e^{−ρ}.

Regulate 1/p² as 1/(p² + μ²), μ → 0. Then 2πm²Δ(r) = K₀(μr) − K₀(mr), and at r → 0 the small-argument form gives 2πm²Δ(0) = ln(m/μ), which diverges as μ → 0. The difference D(r) = Δ(0) − Δ(r) is finite:

2πm²D = ln(m/μ) + ln(μr/2) + γ + K₀(mr) = f(mr),

f(ρ) = ln(ρ/2) + γ + K₀(ρ), f(0) = 0, e²D = f/2.

The constant γ enters through the massless term, whose short-distance expansion stays valid at any fixed r as μ → 0. The γ of the massive term cancels it at r = 0 and is gone at large r.

*4. Four-point function.* Wick's theorem in a fixed field reads ⟨ψ_aψ̄_bψ_cψ̄_d⟩ = G_{ab}G_{cd} − G_{ad}G_{cb}. Here the second term is G₊₊G₋₋ = 0. In Landau gauge (λ = 0) the first is

G₊₋(x₁,y₁)G₋₊(x₂,y₂) = e^{eΣq_iφ_i}/[4π²(z_{x₁} − z_{y₁})(z̄_{x₂} − z̄_{y₂})],

with q = (+1, −1, −1, +1) at (x₁, y₁, x₂, y₂), the chirality of each component. For a Gaussian variable X of zero mean ⟨e^X⟩ = e^{⟨X²⟩/2}. Putting Δ_{ij} = Δ(0) − D_{ij},

½⟨X²⟩ = ½e²(Σq)²Δ(0) − e²Σ_{i<j}q_iq_jD_{ij}.

Since Σq = 0 the divergent term is absent. Writing f_{ab} = f(m|a − b|),

⟨ψ₊ψ̄₋ψ₋ψ̄₊⟩ = e^W/[4π²(z_{x₁} − z_{y₁})(z̄_{x₂} − z̄_{y₂})],

W = ½[f_{x₁y₁} + f_{x₁x₂} + f_{y₁y₂} + f_{x₂y₂} − f_{x₁y₂} − f_{y₁x₂}].

For e = 1 GeV and the points (0, 0), (2, 0.5), (1.5, −1), (−0.5, 0.8) GeV⁻¹, in the order above, W = 0.63795. Two-dimensional quadrature of ½e²∫d²p/(2π)² |Σq_je^{ipx_j}|²Δ(p), with Gauss–Legendre panels in |p| and the trapezoid rule in angle, gives the same digits. In a gauge where λ fluctuates independently of φ, the function is multiplied by the average of exp{ie[λ(x₁) − λ(y₁) + λ(x₂) − λ(y₂)]}. If the gauge condition ties λ to φ, this phase must be averaged together with e^{eΣq_iφ_i}.

*5. The scalar correlator.* Moving ψ̄₊(x) past three Grassmann fields,

S₊(x)S₋(y) = ψ̄₊(x)ψ₊(x)ψ̄₋(y)ψ₋(y) = −ψ₊(x)ψ̄₋(y)ψ₋(y)ψ̄₊(x).

So x₁ = y₂ = x and y₁ = x₂ = y. The λ phases cancel, and C is gauge invariant. The merged pairs are never contracted with each other, and f(0) = 0, so the limit is finite without subtraction: W = ½·4f(mr). With z = z_x − z_y the prefactor is −1/[4π²z(−z̄)] = 1/(4π²r²), and

C(r) = e^{2f(mr)}/(4π²r²) = (mr/2)²e^{2γ}e^{2K₀(mr)}/(4π²r²) = (m e^γ/4π)² e^{2K₀(mr)}.

For mr → 0, f → 0 and C is the free result 1/(4π²r²), which fixes the normalization of S±. At large r the logarithm in f cancels 1/r² and a constant remains:

C(∞) = (m e^γ/4π)², C(r) − C(∞) ≈ 2K₀(mr) C(∞).

*6. Flux sectors.* If γ₅χ = ±χ and D̸χ ≠ 0, then D̸χ has the same eigenvalue of D̸² and the opposite chirality. Nonzero modes therefore cancel in Tr γ₅e^{tD̸²}, which equals n₊ − n₋, the difference of the zero-mode numbers, for every t. At t → 0 the kernel of step 2 gives

n₊ − n₋ = (2e/4π)∫F = k.

A field of flux k is a constant field plus ε_{μν}∂_νφ plus a curl-free part, and the algebra of step 1 gives D̸ = e^{−eγ₅φ}D̸_const e^{−eγ₅φ}, where D̸_const contains the constant field and the curl-free part. Zero modes map one to one with chirality kept. For constant eF > 0, −D̸² = −D² + eF > 0 on negative chirality, so n₋ = 0. Sector k ≠ 0 has |k| zero modes, of chirality sign k. For k = 0 the constant field is flat, and zero modes occur on a set of holonomies of measure zero.

Now rotate the integration variables, ψ → e^{iβγ₅}ψ, ψ̄ → ψ̄e^{iβγ₅}. The action is unchanged, S± → e^{±2iβ}S±, the measure of each opposite-chirality pair is unchanged, and the zero modes give the measure a phase e^{−2iβk}. A product of N₊ factors S₊ and N₋ factors S₋ survives where N₊ − N₋ = k. Hence Z and ⟨S₊S₋⟩ come from k = 0 and do not depend on θ, ⟨S±⟩ comes from k = ±1, and ⟨S±S±⟩ from k = ±2. The C(r) of step 5 is the full correlator.

For the phase add ψ̄(M₊P₊ + M₋P₋)ψ to the action. A pair with eigenvalues ±iκ has, in the chiral basis, diagonal entries M₊, M₋ and off-diagonal entries iκ, so

det = M₊^{n₊} M₋^{n₋} Π_{κ>0}(κ² + M₊M₋).

At M± = 0 the term linear in M₊ comes from k = 1:

∫⟨S₊⟩d²x = −∂ ln Z/∂M₊ = −e^{iθ}Z′₁/Z₀, Z′₁ = ∫_{k=1}DA e^{−∫F²/2} Πκ² > 0.

The reflection x¹ → −x¹, ψ → γ₁ψ maps k to −k and keeps the κ², so Z′₋₁ = Z′₁. With translation invariance,

⟨S±⟩_θ = −c e^{±iθ}, c ≥ 0.

*7. Clustering.* The assumption is ⟨S₊(x)S₋(y)⟩_θ → ⟨S₊⟩_θ⟨S₋⟩_θ = c² as r → ∞. The approach found in step 5, governed by e^{−mr}, is consistent with it but does not prove it. Then c = m e^γ/4π and

⟨ψ̄ψ⟩_θ = ⟨S₊⟩ + ⟨S₋⟩ = −Σ cos θ, Σ = m e^γ/2π = e·e^γ/(2π^{3/2}).

The magnitude of ⟨ψ̄ψ⟩ equals Σ at θ = 0 and π. At other angles the remainder is in ⟨ψ̄iγ₅ψ⟩ = i(⟨S₊⟩ − ⟨S₋⟩) = Σ sin θ, and Σ = 2|⟨S₊⟩|. In the massless theory the rotation of step 6 trades a phase of S± for a shift of θ, so θ labels the direction of the condensate and Z does not depend on it. A mass term Mψ̄ψ with M real and positive is not invariant under this rotation, so θ can no longer be rotated away and the energy depends on it. Since ∂(energy density)/∂M = ⟨ψ̄ψ⟩, the mass changes the energy density by −MΣ cos θ to first order in M.

The full scalar correlator has four terms. The two mixed ones come from k = 0 and tend to 2c² = Σ²/2. Clustering requires the other two, from k = ±2, to tend to c²e^{±2iθ}. The sum is 2c²(1 + cos 2θ) = Σ²cos²θ = ⟨ψ̄ψ⟩². The root of the k = 0 part alone is Σ/√2.

Two instructive cases yield no condensate. Keeping k = 0 alone is the same as averaging over θ. There ⟨S±⟩ = 0 while C(∞) ≠ 0, so that state does not cluster and no condensate can be read from it. With N_f massless flavours the determinant is raised to the power N_f, m² becomes N_f e²/π, e²D becomes f/(2N_f), and for the densities of one flavour C = e^{2f/N_f}/(4π²r²), which for mr ≫ 1 goes as r^{−2+2/N_f}. This tends to zero for N_f > 1, and clustering gives no condensate.

*8. Numbers.* For the round value e = 1 GeV, m = 1/√π = 0.564190 GeV and 1/m = 0.350 fm after conversion with ħc. With e^γ = 1.781072,

Σ = 0.564190 × 1.781072/2π = 0.159929 GeV = 0.810 fm⁻¹,

an inverse length, as fits a density in one space dimension. Then c = 0.079964 GeV, C(∞) = 6.3943 × 10⁻³ GeV², ⟨ψ̄ψ⟩ = −0.079964 GeV at θ = π/3, and the root of the k = 0 part is 0.113087 GeV.

The function f can be had without Bessel expansions. The angular integral of D gives f(ρ) = ρ²∫₀^∞ du [1 − J₀(u)]/[u(u² + ρ²)], evaluated on Gauss–Legendre panels to u = 4000 with the non-oscillating tail ½ln(1 + ρ²/4000²) added. It coincides with the closed form to seven decimals at these points:

mr = 0.1: f = 0.00855, e^{2f} = 1.017, 2√C = 1.8113 GeV
mr = 1: f = 0.30509, e^{2f} = 1.841, 2√C = 0.24366 GeV
mr = 3: f = 1.01742, e^{2f} = 7.651, 2√C = 0.16558 GeV
mr = 10: f = 2.18667, e^{2f} = 79.31, 2√C = 0.159932 GeV
mr = 20: f = 2.87980, e^{2f} = 317.2, 2√C = 0.159929 GeV

At mr = 1, for instance, C = 1.84077 × 0.564190²/4π² = 0.014842 GeV². At mr = 0.1 the interaction raises C by 1.7% of the free value. The last column is Σe^{K₀(mr)}. It exceeds Σ by 3.5% of Σ at mr = 3 and by 2 × 10⁻⁵ of Σ at mr = 10, the size of √(π/20)e^{−10}. From mr = 10 to 20, e^{2f} grows by a factor of 317.2/79.31 = 4.00, which offsets the fall of 1/r².

**Variation 1.** Space is a circle of length L with antiperiodic fermions. Find the condensate Σ_L.

Separate the points by τ along x². Steps 1 and 2 are local and carry over; clustering is now projection on the ground state at fixed θ, assumed nondegenerate. Images with alternating sign and the partial fractions π/sin πw = Σ(−1)ⁿ/(w + n) give

G₀₊₋ = Σ_n (−1)ⁿ/[2π(z + nL)] = 1/[2L sin(πz/L)].

At z = iτ, |G₀₊₋|² = 1/[4L²sinh²(πτ/L)] → e^{−2πτ/L}/L². The momenta are p_n = 2πn/L, E_n = √(p_n² + m²). Use

∫dω/2π (1 − cos ωτ)/(ω² + b²) = (1 − e^{−bτ})/2b,

which tends to τ/2 for b → 0. The n = 0 mode has b = 0 and b = m, and ±n contribute equally, so at large τ

m²L D_L → τ/2 − 1/2m + Σ_{n≥1}(1/p_n − 1/E_n).

The charges are ±2, so the Gaussian factor is e^{4e²D_L} with 4e²/m² = 4π. Its term e^{2πτ/L} cancels the decay of |G₀₊₋|², and twice the root of the constant is

Σ_L = (2/L) exp[−π/mL + (2π/L)Σ_{n≥1}(1/p_n − 1/E_n)].

To compare with the plane insert cos p_nδ, δ → 0. The massive sum is the periodic Green function, a sum of images:

(2π/L)[1/2m + Σcos(p_nδ)/E_n] → K₀(mδ) + 2Σ_{j≥1}K₀(jmL).

The massless sum is the real part of the logarithmic series: Σcos(2πnδ/L)/n = −ln[2 sin(πδ/L)] → −ln(2πδ/L). Subtracting, with K₀(mδ) → −ln(mδ/2) − γ, the exponent is ln(mL/4π) + γ − 2ΣK₀(jmL), so

Σ_L = Σ exp[−2Σ_{j≥1}K₀(jmL)].

Direct summation of either form for e = 1 GeV gives 0.0076706 GeV at L = 1 GeV⁻¹, 0.1335131 GeV at L = 4 GeV⁻¹ (mL = 2.25676, Σ_L/Σ = 0.834828) and 0.1599288 GeV at L = 40 GeV⁻¹. For mL → 0 the mode sum vanishes and Σ_L → (2/L)e^{−π/mL}, which at L = 1 GeV⁻¹ lies about half a per cent below Σ_L.

**Variation 2.** On N sites (N even, spacing a = L/N) take the staggered Hamiltonian with occupations ν_n = χ†_nχ_n, Σν_n = N/2,

H = (e²a/2)ΣE_n² − (1/2a)Σ(χ†_nU_nχ_{n+1} + h.c.) + μΣ(−1)ⁿν_n,

E_n = L_n + θ/2π, L_n integer, L_n − L_{n−1} = ν_n − [1 − (−1)ⁿ]/2.

Which μ gives a symmetry θ → θ + π, and what follows for the condensate (1/L)⟨Σ(−1)ⁿν_n⟩, the lattice form of ⟨ψ̄ψ⟩ read off from the mass term?

Define Ẽ_n = E_n − (−1)ⁿ/4. The Gauss law becomes Ẽ_n − Ẽ_{n−1} = ν_n − ½, the same on every site. Expanding the square, ΣẼ² = ΣE² − ½Σ(−1)ⁿE_n + const. Pairing each even link with the odd link before it,

Σ(−1)ⁿE_n = Σ_{n even}(L_n − L_{n−1}) = Σ_{n even}ν_n = ½Σ(−1)ⁿν_n + N/4.

Hence (e²a/2)ΣẼ² = (e²a/2)ΣE² − (e²a/8)Σ(−1)ⁿν_n + const. For μ = −e²a/8, H is (e²a/2)ΣẼ² plus hopping, and site parity remains in the allowed values Ẽ_n ∈ ℤ + θ/2π − (−1)ⁿ/4 alone. Translation by one site reverses the sign of the quarter, a shift by ½, which is θ → θ + π, and it reverses Σ(−1)ⁿν_n. The map ν_n → 1 − ν_{n+1}, Ẽ_n → −Ẽ_{n+1} keeps the Gauss law and the staggered sum and sends θ → −θ. Hopping phases are removed by rephasing sites, and the phase around the ring by shifting one U. All off-diagonal elements are then negative or zero and connect all states, so the ground state is unique by the Perron–Frobenius theorem. The lattice condensate is therefore even in θ and odd under θ → θ + π at every N, so it vanishes at π/2, as −Σ_L cos θ does. The symmetries allow cos 3θ as well, so the pure cosine and its size are continuum statements.

The states are the occupations and the integer L_{N−1}, cut at a few units (3 for the series below). Lanczos diagonalization at e = 1 GeV, L = 4 GeV⁻¹ gives −0.1342 GeV at θ = 0, +0.1342 GeV at π and zero to six decimals at π/2 for N = 8. For N = 8, 10, 12, 14, 16:

θ = 0: −0.13424, −0.13395, −0.13380, −0.13372, −0.13366 GeV
θ = π/3: −0.06715, −0.06698, −0.06690, −0.06686, −0.06683 GeV

A least-squares fit to c₀ + c₁/N² + c₂/N⁴ gives c₀ = −0.13350 and −0.06675 GeV, against −Σ_L cos θ = −0.13351 and −0.06676 GeV from Variation 1. Dividing the first by the circle factor, 0.13350/0.834828 = 0.1599 GeV. The fit form is assumed and omits possible terms in a² ln a (with c₂ ln N/N² in place of c₂/N⁴ the θ = 0 value moves to −0.13354 GeV, a shift of 4 × 10⁻⁵ GeV), so the ratio 0.9999 to the continuum formula is an observation for these five lattices and not an error bound. The diagonalization uses neither the Gaussian average nor clustering, but the circle factor used to reach 0.1599 GeV comes from Variation 1, which uses both. The independent comparison is c₀ against −Σ_L cos θ. The root of the k = 0 part alone would give Σ_L/√2 = 0.0944 GeV, which lies below the lattice magnitude 0.13350 GeV by 29% of Σ_L.
